# The Generalized Einstein Relation for Degenerate Electrons and Donor Freeze-Out: a program that tests the result

```python
"""Generalized Einstein relation for electrons in a parabolic band.

Result under test:  D/mu = n/(dn/dzeta) = theta * F_{1/2}(eta) / F_{-1/2}(eta)
  D      diffusivity of free electrons     mu    mobility (speed per force)
  n      free-electron density             theta k_B * temperature
  zeta   chemical potential from the band edge,  eta = zeta/theta
  F_j    Fermi-Dirac integral normalized by 1/Gamma(j+1)
Atomic units (hbar = m_e = e = 1) inside; eV and angstrom in the output.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, gamma, gammaln

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
KB = const.k / const.e                      # eV per kelvin
NODES, WEIGHTS = np.polynomial.legendre.leggauss(600)


def fermi_integral(j, eta):
    """Quadrature of the definition after the substitution x = y**2."""
    top = np.sqrt(max(eta, 0.0) + 45.0)
    y = 0.5 * top * (NODES + 1)
    integrand = 2 * y ** (2 * j + 1) * expit(eta - y * y)
    return 0.5 * top * np.sum(WEIGHTS * integrand) / gamma(j + 1)


def einstein_ratio(eta):
    """D/mu in units of theta, from the derived formula."""
    return fermi_integral(0.5, eta) / fermi_integral(-0.5, eta)


def eta_from_density(u):
    """Invert u = n/N_c = F_{1/2}(eta)."""
    return brentq(lambda e: np.log(fermi_integral(0.5, e) / u),
                  -200, 200, xtol=1e-13, rtol=1e-14)


VALLEYS, MASS = 6, 0.3                      # model band, mass in m_e


def band_density(temperature):
    """N_c in angstrom**-3."""
    theta = KB * temperature / HARTREE
    return 2 * VALLEYS * (MASS * theta / (2 * np.pi)) ** 1.5 / BOHR ** 3


# --- Fermi-Dirac integrals: series and derivative -------------------------
orders = np.arange(1, 200)
for j in (-0.5, 0.5):
    for eta in (-3.0, -0.7):
        series = np.sum((-1.0) ** (orders + 1) * np.exp(orders * eta)
                        / orders ** (j + 1))
        assert abs(fermi_integral(j, eta) / series - 1) < 1e-10
for eta in (-2.0, 1.0, 8.0):
    step = 1e-4
    slope = (fermi_integral(0.5, eta + step)
             - fermi_integral(0.5, eta - step)) / (2 * step)
    assert abs(slope / fermi_integral(-0.5, eta) - 1) < 1e-7


# --- Boltzmann equation: drift and diffusion computed separately ----------
def kinetic_coefficients(eta, power, mass_along, mass_across):
    """mu and D for tau = energy**power, in units with theta = 1."""
    top = np.sqrt(2 * (max(eta, 0.0) + 40))
    w = (0.5 * top * (NODES + 1))[:, None]
    cosines, cos_weights = np.polynomial.legendre.leggauss(24)
    c = cosines[None, :]
    k_along = np.sqrt(mass_along) * w * c
    energy_across = 0.5 * w ** 2 * (1 - c ** 2)
    cell = (0.5 * top * WEIGHTS[:, None] * cos_weights[None, :] * w ** 2
            * np.sqrt(mass_along) * mass_across * 2 * 2 * np.pi
            / (2 * np.pi) ** 3)

    def occupation(k, level):
        return expit(level - k ** 2 / (2 * mass_along) - energy_across)

    def density(level):
        return np.sum(cell * occupation(k_along, level))

    velocity = k_along / mass_along
    tau = (0.5 * w ** 2) ** power
    n = density(eta)
    h = 1e-4
    df_dk = (occupation(k_along + h, eta)
             - occupation(k_along - h, eta)) / (2 * h)
    mobility = -np.sum(cell * velocity * tau * df_dk) / n
    levels = [brentq(lambda e: density(e) / (n * (1 + s * h)) - 1,
                     eta - 1, eta + 1, xtol=1e-13, rtol=1e-14)
              for s in (1, -1)]
    df_dn = (occupation(k_along, levels[0])
             - occupation(k_along, levels[1])) / (2 * h * n)
    diffusivity = np.sum(cell * velocity ** 2 * tau * df_dn)
    return mobility, diffusivity


for eta in (-2.0, 1.0, 6.0):
    for power, along, across in ((-0.5, 1.0, 0.2), (0.0, 0.2, 0.5),
                                 (1.5, 0.3, 0.3)):
        mobility, diffusivity = kinetic_coefficients(eta, power, along, across)
        assert abs(diffusivity / mobility / einstein_ratio(eta) - 1) < 1e-6

# --- Main example at room temperature -------------------------------------
T_ROOM = 300.0
theta_room = KB * T_ROOM
nc_room = band_density(T_ROOM)
print(f"model band: valleys {VALLEYS}, mass per valley {MASS} m_e")
print(f"temperature {T_ROOM:.0f} K, theta = {theta_room:.6f} eV")
print(f"N_c = {nc_room:.5e} angstrom^-3")
print("n (angstrom^-3), n/N_c, eta, F_1/2, F_-1/2, ratio/theta, D/mu (eV)")
for n in (1e-7, 1e-6, 1e-5, 1e-4, 1e-3):
    eta = eta_from_density(n / nc_room)
    r = einstein_ratio(eta)
    print(f"  {n:.0e} {n / nc_room:.5f} {eta:.5f} "
          f"{fermi_integral(0.5, eta):.5f} {fermi_integral(-0.5, eta):.5f} "
          f"{r:.5f} {r * theta_room:.6f}")

n_main = 1e-4
eta_main = eta_from_density(n_main / nc_room)
ratio_main = einstein_ratio(eta_main)
print(f"main case: n = {n_main:.0e} angstrom^-3 = {n_main * 1e24:.0e} cm^-3")
print(f"main case: D/mu = {ratio_main * theta_room:.6f} eV"
      f" = {ratio_main * theta_room / HARTREE:.6e} hartree")
print("Boltzmann equation, main case, tau = (energy/theta)^p:")
for power in (-0.5, 0.0, 1.5):
    mobility, diffusivity = kinetic_coefficients(eta_main, power, MASS, MASS)
    assert abs(diffusivity / mobility / ratio_main - 1) < 1e-6
    print(f"  p = {power:4.1f}: mu = {mobility:.5f}, D = {diffusivity:.5f} "
          f"(scaled units), D/(mu theta) = {diffusivity / mobility:.5f}")

# --- Explicit plane-wave sum in a periodic box: density and fluctuations --
theta_au = theta_room / HARTREE
box = 10 * np.sqrt(2 * np.pi / (MASS * theta_au))
k_top = np.sqrt(2 * MASS * theta_au * (eta_main + 40))
m_top = int(np.ceil(k_top * box / (2 * np.pi)))
k_squared = (2 * np.pi * np.arange(-m_top, m_top + 1) / box) ** 2
energies = (k_squared[:, None, None] + k_squared[None, :, None]
            + k_squared[None, None, :]) / (2 * MASS)
filling = expit(eta_main - energies / theta_au)
mean_number = 2 * VALLEYS * np.sum(filling)
variance = 2 * VALLEYS * np.sum(filling * (1 - filling))
assert abs(mean_number / (box * BOHR) ** 3 / n_main - 1) < 1e-6
assert abs(mean_number / variance / ratio_main - 1) < 1e-6
print(f"box edge {box * BOHR:.2f} angstrom: mean N = {mean_number:.2f}, "
      f"Var N = {variance:.2f}")
print(f"  mean N / Var N = {mean_number / variance:.5f}")

# --- Low-density expansion ------------------------------------------------
second = 3 / 8 - 2 * np.sqrt(3) / 9
u_small = 0.01
remainder = (einstein_ratio(eta_from_density(u_small))
             - 1 - u_small / np.sqrt(8)) / u_small ** 2
assert abs(remainder - second) < 2e-5
print(f"low-density coefficients: {1 / np.sqrt(8):.5f}, {second:.5f}; "
      f"second from numerics {remainder:.5f}")

# --- Degenerate limit: remainder must fall as the fourth power ------------
residuals = []
print("E_F/theta, exact D/(mu E_F), leading 2/3 with correction:")
for e_fermi in (5.0, 20.0, 40.0):
    u = 4 * e_fermi ** 1.5 / (3 * np.sqrt(np.pi))
    exact = einstein_ratio(eta_from_density(u)) / e_fermi
    estimate = 2 / 3 * (1 + np.pi ** 2 / (12 * e_fermi ** 2))
    residuals.append(exact - estimate)
    print(f"  {e_fermi:.0f} {exact:.6f} {estimate:.6f}")
assert 15 < residuals[1] / residuals[2] < 18

# --- Band-edge step that balances a density step in equilibrium -----------
n_low, n_high = 1e-5, 1e-4
step_integral = theta_room * quad(
    lambda s: einstein_ratio(eta_from_density(np.exp(s) / nc_room)),
    np.log(n_low), np.log(n_high), epsabs=1e-10, epsrel=1e-9)[0]
step_levels = theta_room * (eta_from_density(n_high / nc_room)
                            - eta_from_density(n_low / nc_room))
step_boltzmann = theta_room * np.log(n_high / n_low)
assert abs(step_integral / step_levels - 1) < 1e-7
assert step_levels > step_boltzmann
print(f"band-edge step, n from {n_low:.0e} to {n_high:.0e} angstrom^-3: "
      f"{step_levels:.6f} eV")
print(f"  same step with Boltzmann statistics: {step_boltzmann:.6f} eV")

# --- Freeze-out of uncompensated donors -----------------------------------
DONORS, BINDING = 1e-7, 0.05                # angstrom**-3, eV


def frozen_eta(temperature):
    theta, nc = KB * temperature, band_density(temperature)
    return brentq(lambda e: np.log(nc * fermi_integral(0.5, e) / DONORS)
                  + np.logaddexp(0, np.log(2) + e + BINDING / theta),
                  -200, 60, xtol=1e-13, rtol=1e-14)


def frozen_density(temperature):
    return band_density(temperature) * fermi_integral(
        0.5, frozen_eta(temperature))


# Canonical sum over every division of the electrons between donors and band.
T_SUM, count = 50.0, 200000
free = np.arange(count + 1)
bound = count - free
log_weight = (gammaln(count + 1) - gammaln(bound + 1) - gammaln(free + 1)
              + bound * (np.log(2) + BINDING / (KB * T_SUM))
              + free * np.log(band_density(T_SUM) * count / DONORS)
              - gammaln(free + 1))
weight = np.exp(log_weight - log_weight.max())
canonical_fraction = np.sum(free * weight) / np.sum(weight) / count
law_fraction = frozen_density(T_SUM) / DONORS
assert abs(canonical_fraction / law_fraction - 1) < 2e-3

T_COLD = 20.0
cold_estimate = (np.sqrt(band_density(T_COLD) * DONORS / 2)
                 * np.exp(-BINDING / (2 * KB * T_COLD)))
assert abs(cold_estimate / frozen_density(T_COLD) - 1) < 1e-4

print(f"donors {DONORS:.0e} angstrom^-3, binding energy {BINDING} eV")
print(f"free fraction at {T_SUM:.0f} K: donor law {law_fraction:.6f}, "
      f"canonical sum {canonical_fraction:.6f}")
print(f"n at {T_COLD:.0f} K: solved {frozen_density(T_COLD):.5e}, "
      f"low-temperature formula {cold_estimate:.5e} angstrom^-3")
print("T (K), theta (eV), n (angstrom^-3), eta, D/(mu theta) frozen,")
print("  D/(mu theta) all ionized, D/mu frozen (eV), D/mu all ionized (eV)")
frozen_excess, ionized_excess = [], []
for temperature in (300.0, 100.0, 50.0, 20.0, 10.0):
    theta = KB * temperature
    eta = frozen_eta(temperature)
    frozen = einstein_ratio(eta)
    ionized = einstein_ratio(
        eta_from_density(DONORS / band_density(temperature)))
    frozen_excess.append(frozen - 1)
    ionized_excess.append(ionized - 1)
    print(f"  {temperature:.0f} {theta:.6f} {frozen_density(temperature):.4e} "
          f"{eta:.4f} {frozen:.6f} {ionized:.6f} "
          f"{frozen * theta:.7f} {ionized * theta:.7f}")
assert np.all(np.diff(ionized_excess) > 0)
assert frozen_excess[-1] < 1e-9 and ionized_excess[-1] > 0.1

print("every check passed")
```

It prints:

```
model band: valleys 6, mass per valley 0.3 m_e
temperature 300 K, theta = 0.025852 eV
N_c = 2.47403e-05 angstrom^-3
n (angstrom^-3), n/N_c, eta, F_1/2, F_-1/2, ratio/theta, D/mu (eV)
  1e-07 0.00404 -5.50959 0.00404 0.00404 1.00143 0.025889
  1e-06 0.04042 -3.19415 0.04042 0.03985 1.01427 0.026221
  1e-05 0.40420 -0.76374 0.40420 0.35415 1.14132 0.029505
  1e-04 4.04199 2.75364 4.04199 1.76313 2.29250 0.059266
  1e-03 40.41986 14.18106 40.41986 4.24033 9.53225 0.246428
main case: n = 1e-04 angstrom^-3 = 1e+20 cm^-3
main case: D/mu = 0.059266 eV = 2.177979e-03 hartree
Boltzmann equation, main case, tau = (energy/theta)^p:
  p = -0.5: mu = 1.74657, D = 4.00403 (scaled units), D/(mu theta) = 2.29250
  p =  0.0: mu = 3.33333, D = 7.64168 (scaled units), D/(mu theta) = 2.29250
  p =  1.5: mu = 30.04817, D = 68.88557 (scaled units), D/(mu theta) = 2.29250
box edge 785.70 angstrom: mean N = 48503.84, Var N = 21157.57
  mean N / Var N = 2.29250
low-density coefficients: 0.35355, -0.00990; second from numerics -0.00990
E_F/theta, exact D/(mu E_F), leading 2/3 with correction:
  5 0.693689 0.688599
  20 0.668053 0.668037
  40 0.667010 0.667009
band-edge step, n from 1e-05 to 1e-04 angstrom^-3: 0.090931 eV
  same step with Boltzmann statistics: 0.059526 eV
donors 1e-07 angstrom^-3, binding energy 0.05 eV
free fraction at 50 K: donor law 0.008725, canonical sum 0.008724
n at 20 K: solved 7.31806e-14, low-temperature formula 7.31807e-14 angstrom^-3
T (K), theta (eV), n (angstrom^-3), eta, D/(mu theta) frozen,
  D/(mu theta) all ionized, D/mu frozen (eV), D/mu all ionized (eV)
  300 0.025852 9.4951e-08 -5.5615 1.001357 1.001429 0.0258871 0.0258889
  100 0.008617 2.3443e-08 -5.3120 1.001741 1.007421 0.0086323 0.0086813
  50 0.004309 8.7245e-10 -7.5648 1.000183 1.020968 0.0043095 0.0043990
  20 0.001723 7.3181e-14 -15.5767 1.000000 1.082481 0.0017235 0.0018656
  10 0.000862 2.1822e-20 -29.5625 1.000000 1.230578 0.0008617 0.0010604
every check passed
```
